# Racah parameters and the term energies of the d² configuration

## Problem

Two electrons occupy a d shell. All five orbitals share one normalized radial function $R(r)$, and the Hamiltonian within the configuration is the bare repulsion $1/r_{12}$ plus a common one-electron energy, which is set to zero. Spin-orbit coupling, crystal field, screening and mixing with other configurations are left out. Hartree atomic units are used. The Slater integrals are

$$F^k=\int_0^\infty\!\!\int_0^\infty R(r_1)^2R(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 ,$$

with $r_<$ and $r_>$ the smaller and larger of $r_1,r_2$. The Racah parameters are

$$A=F^0-\frac{F^4}{9},\qquad B=\frac{9F^2-5F^4}{441},\qquad C=\frac{5F^4}{63}.$$

(a) Express the Coulomb matrix elements through $F^0,F^2,F^4$ and convert them to $A,B,C$.

(b) Show that the triplet terms are $^3F$ at $A-8B$ and $^3P$ at $A+7B$.

(c) Find the singlet terms and their energies.

(d) Which term is lowest? Is the order of the others fixed?

(e) Relate the averages of the term energies to $U=F^0$ and $J=(F^2+F^4)/14$.

(f) Evaluate the energies for the model orbital $R\propto r^2e^{-\zeta r}$ with $\zeta=3$ per bohr.

## Solution

### (a) Matrix elements

The multipole expansion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\frac{4\pi}{2k+1}\sum_q Y_{kq}^*(1)Y_{kq}(2).$$

Define, with the Condon-Shortley phase,

$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{2m}^*\,Y_{k,m-m'}\,Y_{2m'}\,d\Omega .$$

These numbers are real, because the azimuthal integral gives $2\pi$ and the polar functions are real. Complex conjugation and $Y_{kq}^*=(-1)^qY_{k,-q}$ give

$$c^k(m',m)=(-1)^{m-m'}c^k(m,m').$$

In $\langle m_1m_2|1/r_{12}|m_3m_4\rangle$, electron 1 contributes $c^k(m_3,m_1)$ with $q=m_3-m_1$, and electron 2 contributes $c^k(m_2,m_4)$ with $q=m_2-m_4$. Hence $m_1+m_2=m_3+m_4$. Exchanging the arguments in both factors produces the sign $(-1)^{2q}=1$, so

$$\langle m_1m_2|m_3m_4\rangle=\sum_kF^k\,c^k(m_1,m_3)\,c^k(m_4,m_2).$$

Parity requires even $k$ and the triangle rule requires $k\le4$. For $k=0$, $c^0(m,m')=\delta_{mm'}$. The other values needed are

| $(m,m')$ | $7c^2$ | $21c^4$ |
|---|---|---|
| $(2,2)$ | $-2$ | $1$ |
| $(2,1)$ | $\sqrt6$ | $-\sqrt5$ |
| $(2,0)$ | $-2$ | $\sqrt{15}$ |
| $(2,-1)$ | $0$ | $-\sqrt{35}$ |
| $(2,-2)$ | $0$ | $\sqrt{70}$ |
| $(1,1)$ | $1$ | $-4$ |
| $(1,0)$ | $1$ | $\sqrt{30}$ |
| $(1,-1)$ | $-\sqrt6$ | $-2\sqrt{10}$ |
| $(0,0)$ | $2$ | $6$ |

The remaining ones follow from the exchange rule and $c^k(-m,-m')=c^k(m,m')$ for even $k$. Each entry is an elementary polynomial integral. For example, $Y_{20}^2=\frac{5}{4\pi}P_2^2$ and $P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4$. With $\int_{-1}^1P_k^2dx=2/(2k+1)$,

$$c^2(0,0)=\frac52\cdot\frac27\cdot\frac25=\frac27,\qquad c^4(0,0)=\frac52\cdot\frac{18}{35}\cdot\frac29=\frac6{21}.$$

The numerical check obtains the whole table by angular quadrature.

To absorb the denominators, set $F_2=F^2/49$ and $F_4=F^4/441$. The definitions become $A=F^0-49F_4$, $B=F_2-5F_4$, $C=35F_4$, with inverse

$$F_4=\frac C{35},\qquad F_2=B+\frac C7,\qquad F^0=A+\frac{49}{35}C .$$

Therefore

$$F^0+pF_2+qF_4=A+pB+\frac{49+5p+q}{35}\,C, \tag{1}$$

$$pF_2+qF_4=pB+\frac{5p+q}{35}\,C. \tag{2}$$

The direct and exchange integrals are

$$J_{mn}=\langle mn|mn\rangle=\sum_kF^kc^k(m,m)c^k(n,n),\qquad K_{mn}=\langle mn|nm\rangle=\sum_kF^k[c^k(m,n)]^2 .$$

### Orbital symmetry and the list of terms

The total wave function is antisymmetric. Triplet spin functions are symmetric and go with antisymmetric orbital functions; the singlet goes with symmetric ones. For $m\ne n$ let

$$|m,n\rangle_\pm=\frac{|mn\rangle\pm|nm\rangle}{\sqrt2}.$$

Since $1/r_{12}$ is unchanged when the electrons are interchanged, the four terms of a matrix element are equal in pairs:

$${}_\pm\langle m,n|1/r_{12}|p,q\rangle_\pm=\langle mn|pq\rangle\pm\langle mn|qp\rangle . \tag{3}$$

Diagonal elements are thus $J_{mn}\pm K_{mn}$. The element between $|m,n\rangle_+$ and $|pp\rangle$ is $\sqrt2\,\langle mn|pp\rangle$.

The antisymmetric pairs number 1, 1, 2, 2 for $M_L=3,2,1,0$, which gives $L=3$ and $L=1$. The symmetric ones number 1, 1, 2, 2, 3 for $M_L=4,3,2,1,0$, which gives $L=4,2,0$. The terms are $^3F,{}^3P,{}^1G,{}^1D,{}^1S$, with $21+9+9+5+1=45$ states. By rotational invariance the energy of a term does not depend on $M_L$ or $M_S$, so any convenient $M_L$ may be used.

### (b) Triplets

At $M_L=3$ there is one state, $|2,1\rangle_-$, and it belongs to $^3F$:

$$J_{21}-K_{21}=(F^0-2F_2-4F_4)-(6F_2+5F_4)=F^0-8F_2-9F_4 .$$

In (1), $49-40-9=0$, so

$$E(^3F)=A-8B .$$

At $M_L=1$ the states are $|2,-1\rangle_-$ and $|1,0\rangle_-$. The diagonal elements are

$$(F^0-2F_2-4F_4)-35F_4=F^0-2F_2-39F_4=A-2B,$$

$$(F^0+2F_2-24F_4)-(F_2+30F_4)=F^0+F_2-54F_4=A+B .$$

For the off-diagonal element, $c^k(0,-1)=c^k(0,1)=-c^k(1,0)$ gives

$$\langle2,-1|1,0\rangle=\sum_k F^kc^k(2,1)c^k(0,-1)=-\sqrt6F_2+5\sqrt6F_4,$$

$$\langle2,-1|0,1\rangle=\sum_k F^kc^k(2,0)c^k(1,-1)=2\sqrt6F_2-10\sqrt6F_4 .$$

Their difference is $-3\sqrt6(F_2-5F_4)=-3\sqrt6\,B$. The block is

$$\begin{pmatrix}A-2B&-3\sqrt6B\\-3\sqrt6B&A+B\end{pmatrix}.$$

With $E=A+xB$, the secular equation is $(x+2)(x-1)-54=x^2+x-56=(x+8)(x-7)=0$. The root $x=-8$ is $^3F$ again, and the other is

$$E(^3P)=A+7B .$$

### (c) Singlets

At $M_L=4$ the one state is $|22\rangle$, so

$$E(^1G)=F^0+4F_2+F_4=A+4B+2C,$$

because $(49+20+1)/35=2$.

At $M_L=2$ the states are $|2,0\rangle_+$ and $|11\rangle$. Their diagonal elements are

$$(F^0-4F_2+6F_4)+(4F_2+15F_4)=F^0+21F_4=A+2C,$$

$$F^0+F_2+16F_4=A+B+2C .$$

The off-diagonal element is

$$\sqrt2\sum_k F^kc^k(2,1)c^k(1,0)=\sqrt2(\sqrt6F_2-5\sqrt6F_4)=2\sqrt3\,B .$$

With $E=A+2C+xB$, $x(x-1)-12=(x-4)(x+3)=0$. The root $x=4$ is $^1G$, so

$$E(^1D)=A-3B+2C .$$

At $M_L=0$ take $|2,-2\rangle_+$, $|1,-1\rangle_+$, $|00\rangle$ in this order. The diagonal elements are

$$H_{11}=(F^0+4F_2+F_4)+70F_4=A+4B+4C,$$

$$H_{22}=(F^0+F_2+16F_4)+(6F_2+40F_4)=A+7B+4C,$$

$$H_{33}=F^0+4F_2+36F_4=A+4B+3C .$$

For the off-diagonal elements, the symmetry rules give $c^k(-1,-2)=-c^k(2,1)$, $c^k(1,-2)=-c^k(2,-1)$, $c^k(0,-2)=c^k(2,0)$ and $c^k(0,-1)=-c^k(1,0)$. Using (2),

$$H_{12}=-(6F_2+5F_4)-35F_4=-6F_2-40F_4=-6B-2C,$$

$$H_{13}=\sqrt2(4F_2+15F_4)=\sqrt2(4B+C),$$

$$H_{23}=-\sqrt2(F_2+30F_4)=-\sqrt2(B+C).$$

This block contains $^1G$, $^1D$ and $^1S$ once each. Its trace is $3A+15B+11C$, and the first two terms contribute $2A+B+4C$. Hence

$$E(^1S)=A+14B+7C .$$

The vector $(\sqrt2,-\sqrt2,1)/\sqrt5$ confirms this directly. Apart from the factor $1/\sqrt5$, the three rows of $H$ acting on it give

$$\sqrt2[(A+4B+4C)+(6B+2C)+(4B+C)]=\sqrt2(A+14B+7C),$$

$$-\sqrt2[(6B+2C)+(A+7B+4C)+(B+C)]=-\sqrt2(A+14B+7C),$$

$$2(4B+C)+2(B+C)+(A+4B+3C)=A+14B+7C .$$

### (d) Order of the terms

Since $r_<^k/r_>^{k+1}=(r_</r_>)^k/r_>$ does not increase with $k$, $F^2\ge F^4>0$. Then $B\ge4F^4/441>0$ and $C>0$. The energies above $^3F$ are

$$^3P:15B,\qquad {}^1G:12B+2C,\qquad {}^1D:5B+2C,\qquad {}^1S:22B+7C .$$

All are positive, so $^3F$ is lowest for every radial function in this model. Part of the remaining order is also fixed: $^1G-{}^1D=7B$, $^1S-{}^1G=10B+5C$ and $^1S-{}^3P=7B+7C$ are all positive. The gap $^1G-{}^3P=2C-3B$ needs a sharper bound. With $r=e^s$ and $f(s)=r^{5/2}R(r)^2$, the Slater integral is $F^k=\iint f(s_1)f(s_2)\,e^{-a|s_1-s_2|}ds_1ds_2$ with $a=k+\frac12$. In Fourier space this is $\frac1{2\pi}\int|\hat f(\omega)|^2\frac{2a}{a^2+\omega^2}\,d\omega$. The ratio of the $k=4$ kernel to the $k=2$ kernel is $\frac95\cdot\frac{25/4+\omega^2}{81/4+\omega^2}$, which is smallest at $\omega=0$, where it equals $\frac59$. Hence $F^4/F^2>5/9$, which gives $C/B=35F^4/(9F^2-5F^4)>25/8$, so $2C-3B>0$ and $^1G$ always lies above $^3P$. Only the order of $^1D$ and $^3P$ is not fixed. $^1D$ lies below $^3P$ when $5B+2C<15B$, that is, when $C<5B$. Since $C/B=35F^4/(9F^2-5F^4)$, this condition is $F^4/F^2<3/4$. The orbital of part (f) satisfies it. A radial density concentrated in a thin shell at radius $r_0$ has $r_<\approx r_>\approx r_0$, so all $F^k\to1/r_0$ and $C/B\to35/4>5$, which puts $^3P$ below $^1D$. The five-level pattern needs full rotational symmetry in orbit and spin separately. A crystal field or spin-orbit coupling of any strength splits the terms: an octahedral field gives $3+1+4+2+1=11$ levels from $^3F,{}^3P,{}^1G,{}^1D,{}^1S$, and spin-orbit coupling gives $3+3+1+1+1=9$. While the perturbation is small compared with the gaps above, each level still belongs almost wholly to one term. When it becomes comparable with the gaps, the terms mix and the labels lose their meaning.

### (e) Averages and Hubbard parameters

The triplet mean, weighted by degeneracy, is

$$\frac{21(A-8B)+9(A+7B)}{30}=A-\frac72B .$$

Inserting the definitions,

$$A-\frac72B=F^0-\frac{F^4}9-\frac{F^2}{14}+\frac{5F^4}{126}=F^0-\frac{F^2+F^4}{14}=U-J .$$

For the mean over all 45 states, use the trace in the determinant basis. The 25 determinants with opposite spins have diagonal energies $J_{mn}$. Their mean is $F^0=U$, because $\sum_mc^k(m,m)=0$ for $k=2,4$. The 20 determinants with parallel spins span the triplet states with $M_S=\pm1$ and have mean $U-J$. The overall mean is

$$\frac{25U+20(U-J)}{45}=U-\frac49J .$$

Thus $A=U-F^4/9$ is neither $U$ nor either of these means: it lies $\frac72B$ above the triplet mean, and $A-(U-\frac49J)=(2F^2-5F^4)/63$ is negative because $F^4/F^2>5/9$.

### (f) A model orbital

Normalization gives $r^2R^2=\frac{(2\zeta)^7}{6!}r^6e^{-2\zeta r}$. With $x=2\zeta r_>$ and $y=2\zeta r_<$, and a factor 2 for the two orderings of the electrons,

$$F^k=\frac{4\zeta}{(6!)^2}\int_0^\infty x^{5-k}e^{-x}\int_0^xy^{6+k}e^{-y}\,dy\,dx .$$

Let $n=6+k$. Repeated integration by parts turns the inner integral into $n!\,[1-e^{-x}\sum_{j=0}^nx^j/j!]$, so

$$F^k=\frac{4\zeta\,n!}{(6!)^2}\left[(5-k)!-\sum_{j=0}^{n}\frac{(5-k+j)!}{j!\,2^{6-k+j}}\right].$$

For $k=4$ the sum is $\sum_{j=0}^{10}(j+1)/2^{j+2}=1-13/4096$. The bracket is $13/4096$, the prefactor is $28\zeta$, and $F^4=\frac{91}{1024}\zeta$. The same finite sum gives $F^0=\frac{793}{3072}\zeta$ and $F^2=\frac{2093}{15360}\zeta$. At $\zeta=3$ per bohr, in hartree,

$$F^0=0.774414,\qquad F^2=0.408789,\qquad F^4=0.266602 .$$

The Racah parameters, in hartree, are

$$A=0.774414-\frac{0.266602}{9}=0.744792,$$

$$B=\frac{9(0.408789)-5(0.266602)}{441}=0.005320,$$

$$C=\frac{5(0.266602)}{63}=0.021159 .$$

For instance, $E(^3F)=0.744792-8(0.005320)=0.70223$ hartree. All five terms are:

| Term | $E$ (hartree) | Above $^3F$ (eV) |
|---|---|---|
| $^3F$ | 0.70223 | 0 |
| $^1D$ | 0.77115 | 1.875 |
| $^3P$ | 0.78203 | 2.171 |
| $^1G$ | 0.80839 | 2.889 |
| $^1S$ | 0.96738 | 7.215 |

Here $C/B=3.977<5$, so $^1D$ lies below $^3P$, as found in (d). Every $F^k$ is proportional to $\zeta$, so changing $\zeta$ rescales all the energies and leaves this order unchanged.

With $U=0.77441$ and $J=0.04824$ hartree, the triplet mean is $U-J=0.72617$ hartree and the mean of all states is $U-4J/9=0.75297$ hartree. These values describe the bare repulsion in one chosen orbital, not a particular ion. The numerical check diagonalizes the full 45-state matrix and identifies each term with separately constructed $L^2$ and $S^2$ operators.

## Computed results

```
Signed squares, rows m=2..-2, columns m'=2..-2 (no unit)
(7 c^2)^2 m= 2:   -4    6   -4    0    0
(7 c^2)^2 m= 1:   -6    1    1   -6    0
(7 c^2)^2 m= 0:   -4   -1    4   -1   -4
(7 c^2)^2 m=-1:    0   -6    1    1   -6
(7 c^2)^2 m=-2:    0    0   -4    6   -4
(21 c^4)^2 m= 2:    1   -5   15  -35   70
(21 c^4)^2 m= 1:    5  -16   30  -40   35
(21 c^4)^2 m= 0:   15  -30   36  -30   15
(21 c^4)^2 m=-1:   35  -40   30  -16    5
(21 c^4)^2 m=-2:   70  -35   15   -5    1
Block elements: coefficients of A, B, C (no unit)
triplet ML=3 (2, 1)|(2, 1):   1.0000  -8.0000   0.0000
triplet ML=1 (2, -1)|(2, -1):   1.0000  -2.0000   0.0000
triplet ML=1 (2, -1)|(1, 0):   0.0000  -7.3485   0.0000
triplet ML=1 (1, 0)|(1, 0):   1.0000   1.0000   0.0000
singlet ML=4 (2, 2)|(2, 2):   1.0000   4.0000   2.0000
singlet ML=2 (2, 0)|(2, 0):   1.0000   0.0000   2.0000
singlet ML=2 (2, 0)|(1, 1):   0.0000   3.4641   0.0000
singlet ML=2 (1, 1)|(1, 1):   1.0000   1.0000   2.0000
singlet ML=0 (2, -2)|(2, -2):   1.0000   4.0000   4.0000
singlet ML=0 (2, -2)|(1, -1):   0.0000  -6.0000  -2.0000
singlet ML=0 (2, -2)|(0, 0):   0.0000   5.6569   1.4142
singlet ML=0 (1, -1)|(1, -1):   1.0000   7.0000   4.0000
singlet ML=0 (1, -1)|(0, 0):   0.0000  -1.4142  -1.4142
singlet ML=0 (0, 0)|(0, 0):   1.0000   4.0000   3.0000
zeta = 3 1/bohr
F^0 = (793/3072) zeta = 0.774414 hartree
F^2 = (2093/15360) zeta = 0.408789 hartree
F^4 = (91/1024) zeta = 0.266602 hartree
A = 0.744792 hartree
B = 0.005320 hartree
C = 0.021159 hartree
C/B = 3.9773 (no unit)
3F: 21 states, E = 0.702232 hartree, above 3F 0.000000 hartree = 0.000 eV
1D: 5 states, E = 0.771150 hartree, above 3F 0.068917 hartree = 1.875 eV
3P: 9 states, E = 0.782031 hartree, above 3F 0.079799 hartree = 2.171 eV
1G: 9 states, E = 0.808389 hartree, above 3F 0.106157 hartree = 2.889 eV
1S: 1 states, E = 0.967383 hartree, above 3F 0.265151 hartree = 7.215 eV
U = 0.774414 hartree
J = 0.048242 hartree
U - J = 0.726172 hartree
mean of the 30 triplet states = 0.726172 hartree
mean of all 45 states = 0.752973 hartree
```
